Ambipolar diffusion in a collisional plasma: two derivations

**What symmetry and dimensions fix**

Consider a weakly ionized gas with electrons and one kind of singly charged positive ion, at nearly equal densities n. Collisions with neutral atoms resist their motion, and there is no magnetic field. Temperatures T_e and T_i are expressed in volts, so that T_e = 2 V means a thermal energy of 2 eV. They are uniform in space. The mobility μ is the drift speed per unit field, taken as positive for both species.

Per unit charge e, an ion feels the force E from the field and −T_i g from its pressure gradient, where g = ∇n/n. An electron feels −E and −T_e g. With heavy friction, velocity is mobility times force:

u_i = μ_i(E − T_i g)

u_e = μ_e(−E − T_e g)

The field E is not imposed from outside. It takes whatever value makes the two velocities equal. Now replace T_e by T_e + a, T_i by T_i − a and E by E − a g, with the mobilities held fixed. Both brackets are unchanged, and so are both velocities. The common velocity can therefore depend on the temperatures through the sum T_e + T_i alone.

A diffusion coefficient has the dimension of mobility times voltage. The sum is the one voltage available, so

D_a = μ_i (T_e + T_i) F(μ_i/μ_e)

with F a pure number. To find F when μ_i/μ_e → 0, use the symmetry to move all the temperature to the ions: T_e → 0 and T_i → T_e + T_i. Very mobile electrons can have a finite velocity only if the force on them tends to zero, which now means E → 0. The ions then diffuse freely at the temperature T_e + T_i, so F(0) = 1 and

D_a → μ_i(T_e + T_i) = D_i(1 + T_e/T_i)

where D_i = μ_i T_i is the free ion diffusion coefficient. The two derivations below give F for any mobility ratio and show why the velocities become equal.

**First derivation: equal fluxes**

Let M and m be the ion and electron masses, and ν_i and ν_e their momentum-loss frequencies in collisions with the gas. When inertia is negligible, the forces per unit volume balance:

0 = enE − eT_i∇n − Mnν_i u_i

0 = −enE − eT_e∇n − mnν_e u_e

Divide the first equation by Mν_i and the second by mν_e, and write Γ = nu for each particle flux:

Γ_i = nμ_i E − D_i∇n

Γ_e = −nμ_e E − D_e∇n

Here μ_i = e/(Mν_i) and μ_e = e/(mν_e), while D_i = μ_i T_i and D_e = μ_e T_e. The last two equalities are the Einstein relations.

For electrons the collision frequency usually depends on speed, so the Einstein relation needs a closer look. Let the velocity distribution be f₀(v) plus a small part f₁(v)cos θ, with θ measured from the x axis. The steady Boltzmann equation gives

v ∂f₀/∂x − (eE/m) ∂f₀/∂v = −ν_e(v) f₁

For a Maxwellian, f₀ ∝ n exp[−mv²/(2eT_e)], so ∂f₀/∂v = −mv f₀/(eT_e). The left side becomes

v f₀ [(1/n)∂n/∂x + E/T_e]

The bracket does not depend on v. The flux, an integral over f₁, is therefore proportional to this bracket whatever ν_e(v) may be. Comparison with −D_e ∂n/∂x − nμ_e E gives D_e = μ_e T_e again. For another distribution the relation can fail.

Now require Γ_i = Γ_e = Γ, which in one dimension means no net current:

nμ_i E − D_i∇n = −nμ_e E − D_e∇n

Collect the field terms on the left and the gradients on the right:

n(μ_i + μ_e)E = (D_i − D_e)∇n

E = [(D_i − D_e)/(μ_i + μ_e)] ∇n/n

When D_e > D_i, this field points towards lower density. It pulls the ions outward and holds the electrons back. Put it into the ion flux and use a common denominator:

Γ = [μ_i(D_i − D_e) − D_i(μ_i + μ_e)]∇n/(μ_i + μ_e)

The terms μ_i D_i cancel, leaving Γ = −D_a∇n with

D_a = (μ_i D_e + μ_e D_i)/(μ_i + μ_e)

With the Einstein relations the numerator is μ_i μ_e(T_e + T_i). Divide numerator and denominator by μ_e:

D_a = μ_i(T_e + T_i)/(1 + μ_i/μ_e) = D_i(1 + T_e/T_i)/(1 + μ_i/μ_e)

Thus F = 1/(1 + μ_i/μ_e). For μ_e ≫ μ_i the denominator tends to one and the limiting result follows. The limiting formula exceeds the full one by the fraction μ_i/μ_e of the full value.

The term μ_i D_e must not be dropped on the ground that μ_i is small, because D_e is large in proportion to μ_e:

μ_i D_e/(μ_e D_i) = T_e/T_i

When the electrons are much hotter than the ions, this term supplies most of D_a. If instead T_e = T_i, the limiting result is D_a = 2D_i.

**Second derivation: decay of a density ripple**

This derivation keeps the drift and diffusion laws but assumes neither equal fluxes nor equal densities. Take a uniform plasma of density n₀ with a small ripple along x:

n_i = n₀[1 + a(t)cos kx]

n_e = n₀[1 + b(t)cos kx]

Gauss's law, ∂E/∂x = (e/ε₀)(n_i − n_e), gives

∂E/∂x = (en₀/ε₀)(a − b)cos kx

Each species obeys ∂n/∂t = −∂Γ/∂x. Products of the field with a or b are of second order and are dropped:

∂n_i/∂t = −μ_i n₀ ∂E/∂x + D_i ∂²n_i/∂x²

∂n_e/∂t = +μ_e n₀ ∂E/∂x + D_e ∂²n_e/∂x²

Define the rates w_i = en₀μ_i/ε₀ and w_e = en₀μ_e/ε₀. Dividing out n₀cos kx gives

da/dt = −D_i k² a − w_i(a − b)

db/dt = −D_e k² b + w_e(a − b)

Seek solutions in which a and b both vary as exp(−γt):

(D_i k² + w_i − γ)a = w_i b

(D_e k² + w_e − γ)b = w_e a

Multiply these equations and cancel ab:

(D_i k² + w_i − γ)(D_e k² + w_e − γ) = w_i w_e

On expansion the products w_i w_e cancel, and γ² − Sγ + P = 0 with

S = w_i + w_e + (D_i + D_e)k²

P = k²(D_i w_e + D_e w_i) + D_i D_e k⁴

To see when diffusion is slow compared with charge relaxation, form the ratios

D_e k²/w_e = k²ε₀T_e/(en₀) = k²λ_e²

D_i k²/w_i = k²ε₀T_i/(en₀) = k²λ_i²

The lengths λ_e and λ_i are the electron and ion Debye lengths. If both are small compared with 1/k, then S ≈ w_i + w_e and the last term of P is negligible. Since P ≪ S², one root is close to S and the other close to P/S:

γ ≈ k²(D_i w_e + D_e w_i)/(w_i + w_e)

Each w is the same constant times a mobility, so

γ = k²(D_i μ_e + D_e μ_i)/(μ_i + μ_e) = D_a k²

This is the decay rate of a ripple governed by ∂n/∂t = D_a ∂²n/∂x², with the same D_a as before.

The fast root describes the removal of charge. Its value needs care, because the drift law omits electron inertia. For a uniform displacement of the electrons, with the ions nearly at rest,

m du_e/dt = −eE − mν_e u_e

dE/dt = en₀u_e/ε₀

Differentiate the second equation and insert the first:

d²E/dt² + ν_e dE/dt + (e²n₀/(ε₀m))E = 0

The last coefficient equals w_e ν_e. If w_e > ν_e/4, the charge oscillates and its amplitude decays at the rate ν_e/2; otherwise it decays without oscillation. In either case the slow diffusion is unaffected, provided that charge relaxation and electron collisions are both much faster than γ.

The slow mode also shows how nearly equal the fluxes are. In a closed one-dimensional box, continuity and Gauss's law give

ε₀ ∂E/∂t = e(Γ_e − Γ_i)

For μ_e ≫ μ_i and T_e not much smaller than T_i, the slow field has amplitude close to T_e k a. The flux difference then has amplitude ε₀γT_e k a/e, while the flux itself has amplitude D_a n₀k a. With γ = D_a k², their ratio is

ε₀T_e k²/(en₀) = k²λ_e²

The fluxes differ by a small fraction, and this difference maintains the changing field.

**What each derivation assumes**

Both derivations use constant mobilities, uniform temperatures and friction strong enough to suppress inertia in the slow motion. If the ion collision frequency rises with speed, as assumed for argon in the last section, constant mobility fails where the drift speed becomes comparable with the ion thermal speed.

The first takes neutrality and equal fluxes as given. In return it allows density variations of any size. In three dimensions it needs a further condition: charge conservation makes the divergences of the fluxes equal, but the fluxes themselves may differ by a circulating current, for instance one closed through conducting walls.

The second derives near neutrality and near equality of the fluxes, and supplies a sufficient condition: kλ_e and kλ_i must both be small. Its price is a small ripple on a uniform background. For μ_e ≫ μ_i and D_e ≫ D_i it also gives the leading effect of finite Debye length. In the slow mode, γ is negligible beside the sum w_e + D_e k², in which both terms are kept. The electron equation then gives b = a/(1 + k²λ_e²), and the ion equation gives

γ = k²[D_i + μ_i T_e/(1 + k²λ_e²)]

When kλ_e is large, the electrons stay almost uniform and the bracket tends to D_i + w_i/k². The ions then spread by their own diffusion and by the field of their own space charge. D_i alone remains only when kλ_i is large too.

A numerical integration joins the two sets of conditions. It keeps the nonlinear drift terms and the changing field, and starts from a 50 % ripple in a closed box. For the argon values below it gives 6775 cm²/s on a grid of 60 cells, against 6777 cm²/s from the full formula; most of this small difference is grid error. With T_e lowered to T_i and the mobilities held fixed, it gives 1.995D_i. With μ_e reduced to 3μ_i and the original temperatures restored, the limiting formula is too large by a factor 1.334, in agreement with 1 + μ_i/μ_e = 4/3.

**An argon plasma above a growing film**

Take argon at 0.5 Torr and 400 K, with T_e = 2 V and a central plasma density of 10¹⁰ cm⁻³. The quasineutral region between the two sheath edges is L = 3 cm wide. These are rough typical values for capacitive plasma-enhanced atomic layer deposition. In such a discharge a radio-frequency current also flows, carried mainly by the electrons, so the fields and fluxes below are averages over a cycle.

The gas density is 1.207×10¹⁶ cm⁻³. A rough reduced ion mobility of 1.5 cm²/Vs, scaled to this density, gives μ_i = 3339 cm²/Vs. A rough electron collision rate coefficient of 10⁻⁷ cm³/s gives ν_e = 1.207×10⁹ s⁻¹ and μ_e = 1.457×10⁶ cm²/Vs. With T_i = 0.03447 V,

D_i = 3339 × 0.03447 = 115.1 cm²/s

D_e = 1.457×10⁶ × 2 = 2.914×10⁶ cm²/s

T_e/T_i = 58.02

The limiting formula gives

D_a = 115.1 × (1 + 58.02) = 6793 cm²/s

The full formula gives 6777 cm²/s, since μ_i/μ_e is 0.0023. The term with μ_i D_e contributes 6662 cm²/s and the other 115 cm²/s. Electron pressure, passed to the ions by the field, drives nearly all of the diffusion.

Suppose that ionization creates ν_z n pairs per unit volume and time, and that the density is nearly zero at the edges. The steady balance is

D_a d²n/dx² + ν_z n = 0

With x measured from the centre, the positive symmetric solution is n = n₀cos(πx/L). Substitution gives the loss frequency that ionization must match:

ν_z = D_a(π/L)² = 6777 × (1.047)² ≈ 7.43×10³ s⁻¹

The corresponding loss time is 135 μs. The flux at either edge is

Γ = D_a n₀π/L = 6777 × 10¹⁰ × 1.047 ≈ 7.1×10¹³ cm⁻² s⁻¹

This is an ion current of 11 μA/cm² towards the film. If the electrons cooled to the gas temperature at fixed mobilities, D_a would fall by a factor 59.02/2 ≈ 30, and the remaining plasma, at the same width, would diffuse away more slowly by about the same factor.

**How far the numbers can be trusted**

The mean free paths, taken as mean speed divided by collision frequency, are 0.06 mm for ions and 0.8 mm for electrons, both short compared with 30 mm. The electron value is only an average. In argon the cross-section has a deep minimum near 0.25 eV, so the path is about 2 mm at 3 eV, about 6 mm at 1 eV and longer than the gap near the minimum. This makes μ_e uncertain, but D_a hardly depends on μ_e as long as μ_e ≫ μ_i. At the centre λ_e is 0.105 mm, so k²λ_e² = (1.047 × 0.0105)² ≈ 1.2×10⁻⁴ for k = π/L. The relative flux difference found in the numerical box is also 1.2×10⁻⁴.

Midway between centre and edge the ion drift is 71 m/s, well below the mean thermal speed of 460 m/s. In the outer 1.5 mm on each side, however, the simple solution makes the drift exceed the thermal speed. There constant mobility fails.

The density also cannot vanish at an edge that carries a finite flux at finite speed. Let the ions leave at the Bohm speed, u_B = [e(T_e + T_i)/M]^½ = 2217 m/s. This lowers the loss frequency by 4 % and the edge flux by 2 %, with n₀ and L held fixed.

A fuller estimate adds ion inertia and multiplies the friction by G = [1 + (u/c)²]^½, where c = √2 × 460 m/s is a mean relative thermal speed. For μ_e ≫ μ_i, the electron force balance gives E = −T_e n′/n, where a prime means d/dx. Newly created ions, starting nearly at rest, add a drag ν_z u, which is neglected here because ν_z is only about a thousandth of ν_i. The ion momentum equation then becomes

uu′ = −u_B² n′/n − ν_i G u

Continuity, (nu)′ = ν_z n, gives u′ = ν_z − un′/n. Eliminate n′/n and use D_a = u_B²/ν_i:

(1 − u²/u_B²)u′ = ν_z + Gu²/D_a

L/2 = ∫ (1 − u²/u_B²)/(ν_z + Gu²/D_a) du, from 0 to u_B

Inertia lowers the numerator and friction raises the denominator. At fixed ν_z both make the integral smaller, so ν_z must fall to restore the given width. The result is 6.4×10³ s⁻¹, or 13 to 14 % below the simple value. This is an estimate, since the friction law is a rough one.

Near the edge, neutrality itself is doubtful: with the Bohm condition the local Debye length there is 0.6 mm. Moving each edge by that amount changes L by 4 % and the loss frequency by about 8 %.

The electron distribution can matter more. For a Druyvesteyn distribution, f₀ ∝ exp(−constant × v⁴), and a collision cross-section independent of speed, D_e/μ_e is 1.14 times two thirds of the mean energy in volts. At fixed mobilities and mean energy this raises D_a by about 14 %. Argon is far from this case, since its cross-section rises roughly in proportion to the electron energy between 1 and 10 eV. For a cross-section proportional to energy, the same distribution gives a factor 1.80 in place of 1.14. Both factors assume that the distribution has the same shape at every point.

In a deposition chamber the argon may be mixed with nitrogen, hydrogen or oxygen. Several ion species then share the current, and oxygen can form negative ions, which break the two-species charge balance; their effect is not estimated here. The place where ionization occurs can matter more than any of these corrections. Take the loss frequency as the pairs lost per unit time divided by the pairs present. With the density again taken as zero at the edges, uniform ionization gives a parabolic density and a loss frequency of 12D_a/L², which is 22 % above the simple value. In a capacitive discharge, fast electrons may ionize mainly near the sheaths. If the ionization rate decays inward from each edge over 5 mm, the loss frequency is about 1.8 times the simple value, or about 1.7 times if the ions leave at the Bohm speed, and a thinner layer raises it further. For pure argon with nearly Maxwellian electrons and ionization proportional to the local density, the corrections above suggest trusting the loss frequency to some tens of per cent, apart from the uncertainty of the rough inputs. One of these, T_e, was chosen freely here. In a steady discharge it is tied to the loss frequency, because ionization depends steeply on T_e and on the fast tail of the electron distribution. For Maxwellian electrons in this example, a rough estimate puts the balance nearer 1.5 V than 2 V, and D_a would be lower almost in proportion. A depleted tail works the other way: for a Druyvesteyn distribution the balance lies near 3 V, counted as two thirds of the mean energy, and D_a would be higher. The numerical output below lists the values used.

Computed values

```
pressure                         0.50 Torr
gas and ion temperature          400 K
ion temperature Ti               0.03447 eV
electron temperature Te          2.00 eV
central plasma density           1.00e+10 cm^-3
quasineutral width               3.00 cm
reduced ion mobility             1.50 cm2/Vs
electron rate coefficient        1.00e-07 cm3/s
gas density                      1.2071e+16 cm^-3
electron collision frequency     1.2071e+09 1/s
ion collision frequency          7.2335e+06 1/s
ion mobility                     3338.8 cm2/Vs
electron mobility                1.4571e+06 cm2/Vs
mobility ratio mu_i/mu_e         0.002291
ion diffusion Di                 115.09 cm2/s
electron diffusion De            2.9142e+06 cm2/s
temperature ratio Te/Ti          58.023
Da part mu_i*De/(mu_i+mu_e)      6662.4 cm2/s
Da part mu_e*Di/(mu_i+mu_e)      114.8 cm2/s
Da, full formula                 6777.2 cm2/s
Da, limit Di(1+Te/Ti)            6792.7 cm2/s
box D, example                   6774.9 cm2/s
box flux mismatch, example       1.2e-04 (relative)
box field error, example         1.3e-04 (relative)
box D/Di, Te=Ti                  1.9950
limit/box D, mu_e=3mu_i          1.3337
loss frequency                   7432.0 1/s
loss time                        134.6 us
ion flux at edge                 7.097e+13 cm^-2 s^-1
ion current density at edge      11.37 uA/cm2
field midway centre to edge      2.090 V/cm
reduced field midway             17.3 Td
ion drift midway                 71.0 m/s
ion mean thermal speed           460.4 m/s
layer with drift above thermal   1.46 mm per side
ion mean free path               0.0637 mm
electron mean free path          0.784 mm
Debye length, centre             0.105 mm
Debye length, edge               0.594 mm
Bohm speed                       2217 m/s
loss frequency, Bohm edge        7138.2 1/s
edge flux, Bohm edge             6.952e+13 cm^-2 s^-1
loss, inertia and friction       6422.1 1/s
its change from simple loss      -13.6 %
Druyvesteyn De/mu_e factor       1.1441
elastic energy relaxation length 9.38 cm
radio frequency                  13.56 MHz
RF angular freq./collision freq. 0.0706
```
